# Zero-Temperature Energy Width of Cold Field Emission

## The problem

The electron source of a scanning electron microscope can be a sharp metal tip from which a strong electric field pulls electrons by tunnelling. The spread of their energies matters because a magnetic or electrostatic lens focuses electrons of different energies at different distances.

Take a flat metal surface at $x=0$, with the metal at $x<0$. The electrons inside are free, with isotropic mass $m$, and fill a band of depth $K$ up to the Fermi level. The work function is $\phi=4.5$ eV and the field outside is $F=4$ V/nm. Energies are in eV and measured from the Fermi level unless stated otherwise. An electron outside then has the potential energy

$$U(x)=\phi-Fx ,\qquad x>0,$$

where $Fx$, with $F$ in V/nm and $x$ in nm, is an energy in eV. The image force is left out, and the temperature is zero. Use the constant

$$c=\frac{\sqrt{2m}}{\hbar}=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}} .$$

1. Find the semiclassical exponent for tunnelling, and how fast the transmission falls below the Fermi level.
2. Find the distribution of the emitted current over total energy.
3. Calculate its full width at half maximum, $\Delta E$.
4. Estimate the error of this width, which comes from expanding the exponent about the Fermi level and from leaving out the prefactor of the transmission.

## Hints

**Hint 1.** Only the motion along $x$ meets the barrier. Call its energy $w$. The electron sees a triangle of height $h=\phi-w$.

**Hint 2.** The exponent is large, but over a few tenths of an eV it changes by only a few units. Expand the exponent, not the transmission.

**Hint 3.** Electrons of one total energy move in many directions. Sum their flux over a hemisphere of wave vectors, then change the variable from angle to normal energy.

**Hint 4.** At zero temperature the distribution has a vertical edge. One of the two half-height points lies on that edge.

## Full solution

### 1. The exponent and its slope

The surface is flat, so the wave vector parallel to it is conserved. The mass is isotropic and is taken to have the same value $m$ inside and outside, so the parallel kinetic energy is the same on both sides and drops out of the tunnelling problem. Under the barrier the wave function decays at the local rate $c\sqrt{h-Fx}$. The transmission involves the squared amplitude, which gives a factor 2 in the exponent:

$$D\approx e^{-G},\qquad G(h)=2c\int_0^{h/F}\sqrt{h-Fx}\;dx .$$

Substitute $u=h-Fx$, so that $dx=-du/F$ and the limits become $h$ and $0$:

$$G(h)=\frac{2c}{F}\int_0^h\sqrt u\,du=\frac{4c\,h^{3/2}}{3F}.$$

The slope with respect to barrier height is $dG/dh=2c\sqrt h/F$. Define the decay energy $d$ by its value at the Fermi level, $h=\phi$:

$$\frac1d=\frac{2c\sqrt\phi}{F},\qquad d=\frac{F}{2c\sqrt\phi}.$$

Since $h=\phi-w$, a lower $w$ means a higher barrier. To first order $G(\phi-w)\approx G(\phi)-w/d$, and therefore

$$D(w)\approx e^{-G(\phi)}\,e^{w/d}.$$

For $w<0$ this decreases downwards, as it should. The expansion needs $d\ll\phi$, because $\sqrt h$ must change little while $D$ falls by a factor $e$.

### 2. The distribution over total energy

Let $E=K+\varepsilon$ be the total energy above the band bottom, and $\varepsilon$ the same energy measured from the Fermi level. There are $2/(2\pi)^3$ states per unit volume of $\mathbf k$ space and of metal, the 2 being for spin. Each occupied state brings the flux $v\cos\theta$ to the surface, where $\theta$ is the angle to the normal. The number of electrons emitted per area, time and energy is

$$j=\frac{2f}{(2\pi)^3}\int d^3k\;v\cos\theta\;D\;\delta(E-E_k),$$

where $f$ is the Fermi function. Write $d^3k=2\pi k^2\sin\theta\,d\theta\,dk$ and $v=\hbar^{-1}dE_k/dk$. Then $v\,dk=dE_k/\hbar$, and the delta function removes the energy integral:

$$j=\frac{f\,k^2}{2\pi^2\hbar}\int_0^{\pi/2}\cos\theta\sin\theta\;D(E\cos^2\theta)\,d\theta .$$

Here the argument of $D$ is the normal energy above the band bottom, $W=E\cos^2\theta$. From $dW=-2E\cos\theta\sin\theta\,d\theta$ and $k^2=c^2E$, the factor $E$ cancels:

$$j=\frac{f\,c^2}{4\pi^2\hbar}\int_0^E D\,dW .$$

The prefactor does not depend on energy. All the energy dependence of $j$ comes from $f$ and from the upper limit of the integral.

Now insert the exponential form of $D$, with $w=W-K$. The lower limit $w=-K$ can be moved to $-\infty$, because $K\gg d$ makes the added piece exponentially small:

$$\int_{-\infty}^{\varepsilon}e^{w/d}\,dw=d\,e^{\varepsilon/d}.$$

An exponential keeps its decay energy when it is integrated. At zero temperature $f=1$ below the Fermi level and $f=0$ above it, so

$$j(\varepsilon)\propto\begin{cases}e^{\varepsilon/d},&\varepsilon<0,\\0,&\varepsilon>0.\end{cases}$$

The two sides of this peak have different origins. The upper edge is the Pauli principle at work: there are no electrons above it. The lower side is the barrier, which is harder to cross from deeper levels.

The distribution over normal energy has another shape. At fixed $w<0$, the total energy of an occupied state can lie anywhere from $w$ to 0. The same constant density of flux then gives $(-w)e^{w/d}$, which vanishes at the Fermi level and peaks at $w=-d$. In a static accelerating field it is the total energy that is conserved, so the energy spread of the beam is that of $j(\varepsilon)$.

### 3. The width

The maximum is reached as $\varepsilon\to0$ from below. The lower half-height point obeys $e^{\varepsilon/d}=\tfrac12$, or $\varepsilon=-d\ln2$. The upper one is the edge itself. Their separation is

$$\boxed{\Delta E=d\ln2=\frac{F\ln2}{2c\sqrt\phi}}$$

For the given numbers,

$$d=\frac{4}{2\times5.123\times\sqrt{4.5}}\ \mathrm{eV}=0.184\ \mathrm{eV},$$

$$\Delta E=0.184\ \mathrm{eV}\times0.693=0.128\ \mathrm{eV}.$$

This is about 0.13 eV, or 130 meV. The decay energy $d$ and the full width $\Delta E$ differ by the factor $\ln2$, so a quoted "width" has to say which is meant.

The barrier at the Fermi level is $\phi/F=1.125$ nm long, and its exponent is $G=16.3$. Width and exponent are linked. From the formulas for $G$ and $d$,

$$G(\phi)=\frac23\,\phi\,\frac{2c\sqrt\phi}{F}=\frac{2\phi}{3d},\qquad \Delta E=\frac{2\ln2}{3}\,\frac{\phi}{G(\phi)} .$$

At fixed work function, a narrower distribution therefore costs current. If the field is lowered by 10 %, the width falls by 10 %, to 0.115 eV. The exponent rises to $16.3/0.9=18.1$, and $e^{-G}$ drops to about one sixth of its former value.

### 4. The error of the width formula

The triangular barrier can be solved without the semiclassical approximation. Outside the metal the Schrödinger equation is $\psi''=c^2(h-Fx)\psi$. With

$$a=(c^2F)^{1/3},\qquad \xi=a\left(\frac hF-x\right),$$

it becomes Airy's equation, $d^2\psi/d\xi^2=\xi\psi$. Far outside, $\xi\to-\infty$, the combination $g=\mathrm{Bi}+i\,\mathrm{Ai}$ is a wave whose phase grows with $x$, so it travels outwards. Inside the metal take $e^{ikx}+re^{-ikx}$, where now $k=c\sqrt W$ is the normal wave number, and outside take $\psi=tg(\xi)$. Because $d\xi/dx=-a$, continuity of $\psi$ and $\psi'$ at $x=0$ requires

$$1+r=tg,\qquad ik(1-r)=-a\,t\,g' .$$

Divide the second equation by $ik$ and add it to the first: $2=t\,(g+iag'/k)$. The outgoing flux is proportional to $\mathrm{Im}(\psi^*\psi')=a|t|^2(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi})=a|t|^2/\pi$, and the incoming flux to $k$. Their ratio is

$$D=\frac{a|t|^2}{\pi k}=\frac{4ak}{\pi\,|kg+iag'|^2},$$

with $g$ and $g'$ taken at $\xi=ah/F$. For a thick barrier $\xi$ is large there and $\mathrm{Ai}$ is negligible. The leading forms are $\mathrm{Bi}\approx e^{G/2}/(\sqrt\pi\,\xi^{1/4})$ and $\mathrm{Bi}'\approx\sqrt\xi\,\mathrm{Bi}$, since $\tfrac43\xi^{3/2}=G$. Using $a^2\xi=c^2h$ and $k^2=c^2W$,

$$D\approx\frac{4\sqrt{Wh}}{W+h}\,e^{-G(h)} .$$

The denominator $W+h=K+\phi$ is constant. The numerator adds a small term to the logarithmic slope of $D$, which near the Fermi level is

$$S(w)=\frac{d\ln D}{dw}\approx\frac1d\left(1-\frac{w}{2\phi}\right)+\frac1{2K}-\frac1{2\phi}.$$

The bracket comes from $\sqrt{\phi-w}\approx\sqrt\phi\,(1-w/2\phi)$. The last two terms come from differentiating $\tfrac12\ln(K+w)+\tfrac12\ln(\phi-w)$ at $w=0$.

The current contains the integral $I=\int D\,dw$. Write $D=D'/S$ and integrate by parts:

$$I=\frac DS+\int\frac{S'}{S^2}D\,dw\approx\frac DS\left(1+\frac{S'}{S^2}\right)\approx\frac DS\left(1-\frac d{2\phi}\right),$$

because $S'\approx-1/(2\phi d)$ and $S\approx1/d$. The logarithmic slope of the current is then

$$\frac{d\ln I}{d\varepsilon}=\frac DI\approx S+\frac1{2\phi}=\frac1d\left(1-\frac{\varepsilon}{2\phi}\right)+\frac1{2K}.$$

Integrated from $-\Delta E$ to 0, this must give $\ln2$:

$$\ln2=\frac{\Delta E}{d}+\frac{\Delta E^2}{4\phi d}+\frac{\Delta E}{2K}.$$

In the two small terms replace $\Delta E$ by $d\ln2$. To first order,

$$\Delta E\approx d\ln2\left(1-\frac{d\ln2}{4\phi}-\frac d{2K}\right).$$

For a model band depth $K=10$ eV the corrections are $0.128/18=0.007$ and $0.184/20=0.009$, together a reduction of 1.6 %. A numerical sum over angles with the Airy transmission, followed by a search for the half-height point, gives 0.1256 eV, which is 1.5 % below $d\ln2$. At 1 V/nm, with $\phi$ and $K$ unchanged, the same calculation gives a deviation of 0.4 %. The error shrinks in proportion to the field, as the formula says. The simple result is thus good to about 2 % for this field and band depth. A shallower band or a stronger field makes it worse: the deviation is about 2.5 % for $K=5$ eV and almost 4 % for $K=3$ eV at 4 V/nm, and about 3 % for $K=10$ eV at 8 V/nm.

### The model beside a real emitter

The chosen work function and field are rough typical values for a tungsten cold field emitter. Such a tip usually works near room temperature. Of the simplifications sized here, zero temperature is the one that moves the number most: at 300 K and the same field, the width from the linearised exponent becomes 0.225 eV, as the first variation shows (the exact triangular barrier with $K=10$ eV gives about 0.003 eV less). The image force narrows the zero-temperature width by about 5 % if only the slope of the semiclassical exponent is counted; in a wave solution the figure depends on how the image potential is joined to the metal, and ranges from a widening of under 1 % to a narrowing of 9 % in the models of the second variation. Tip curvature narrows it by about 1.5 % if the tip is treated as a sphere of radius 100 nm, for which the potential energy falls by $Fx/(1+x/R)$. The direction follows from the slope of the exponent, $dG/dh=c\int du/(F_{\rm loc}\sqrt u)$, where $u$ is the local barrier height: the local field $F_{\rm loc}$ weakens away from the tip, so the slope grows and $d$ shrinks. Coulomb forces between electrons in the beam, the band structure of the metal and the resolution of an energy analyser are not included. The value 0.13 eV is therefore a property of the cold model, not a prediction for a microscope at room temperature.

## Variation 1: the same emitter at 300 K

**Question.** Keep the field and the triangular barrier, but let the metal be at temperature $T$. Where is the peak, and how wide is it?

**Solution.** The Fermi function is no longer a step:

$$j(\varepsilon)\propto\frac{e^{\varepsilon/d}}{1+e^{\varepsilon/k_BT}} .$$

Let $y=\varepsilon/k_BT$ and $p=k_BT/d$, so that $j\propto e^{py}/(1+e^y)$. Setting the derivative of $\ln j$ to zero gives

$$p=\frac{e^y}{1+e^y}\quad\Rightarrow\quad e^y=\frac p{1-p},\qquad \varepsilon_{\rm peak}=k_BT\ln\frac p{1-p}.$$

At 300 K, $k_BT=0.0259$ eV and $p=0.140$. The peak lies at $0.0259\ln(0.163)=-0.047$ eV, below the Fermi level. Relative to the zero-temperature maximum, its height is

$$j_{\rm peak}=(1-p)\left(\frac p{1-p}\right)^p=0.860\times0.775=0.67 .$$

Half of this is 0.33. On the lower side, the Fermi function is nearly 1 at that height, so $e^{\varepsilon/d}\approx0.33$ and $\varepsilon\approx-0.20$ eV. At zero temperature this point was at $-0.13$ eV. The upper half-height point has no closed form; solving for both points numerically gives a full width of 0.225 eV, so the upper point lies near $+0.02$ eV.

The width has grown by 76 % of its zero-temperature value, although $k_BT$ is only a seventh of $d$. Most of the growth is on the low-energy side. Heating removes the sharp tip of the distribution, and the half-height level then cuts the exponential tail further down.

The formula has a maximum only for $p<1$, and it loses accuracy before that: against the exact triangular barrier with $K=10$ eV and at the fixed field of 4 V/nm, its width is about 5 % too large at $p=0.7$ (about 1500 K) and about 45 % too large at $p=0.9$ (about 1900 K). The error does not depend on $p$ alone: if the same values of $p$ are reached at 300 K by lowering the field, it is about 1 % and 10 %. For $p\ge1$ the expression no longer has a maximum: the gain in transmission outruns the loss of electrons. The linear expansion of the exponent has then failed, and emission from well above the Fermi level must be treated with the full barrier.

## Variation 2: the image force at zero temperature

**Question.** An electron outside a metal is attracted by its image charge. The barrier becomes $h-Fx-q/(4x)$, with $q=e^2/(4\pi\varepsilon_0)$ expressed in eV nm. Does the distribution become wider or narrower at fixed field?

**Solution.** The lower barrier certainly raises the current, but the width depends on the slope $dG/dh$. The integrand of $G$ vanishes at both turning points $x_1$ and $x_2$, so moving them contributes nothing, and

$$\frac{dG}{dh}=c\int_{x_1}^{x_2}\frac{dx}{\sqrt{h-Fx-q/(4x)}}
=\frac c{\sqrt F}\int_{x_1}^{x_2}\sqrt{\frac{x}{(x-x_1)(x_2-x)}}\;dx .$$

The turning points solve $Fx^2-hx+q/4=0$. Their midpoint is $x_m=h/(2F)$ and their half-distance is $\rho=\sqrt{h^2-Fq}/(2F)$. Put $x=x_m+\rho\sin s$. Then $dx=\rho\cos s\,ds$, and the root of $(x-x_1)(x_2-x)$ is also $\rho\cos s$:

$$\frac{dG}{dh}=\frac c{\sqrt F}\int_{-\pi/2}^{\pi/2}\sqrt{x_m+\rho\sin s}\;ds .$$

Without the image force $\rho=x_m$. The integral is then $2\sqrt{2x_m}$, which returns $2c\sqrt h/F$. The image force leaves $x_m$ alone and reduces $\rho$. The square root is a concave function, so its average over points spread evenly about $x_m$ rises when the spread is reduced. The slope $dG/dh$ therefore increases, $d$ decreases, and, as far as the semiclassical exponent decides it, the distribution narrows.

The effect is limited. As $\rho\to0$ the integral tends to $\pi\sqrt{x_m}$, so the width taken from the slope at the Fermi level cannot fall below $2\sqrt2/\pi=0.90$ of $d\ln2$. The bound is for the slope alone: with the curvature of the exponent included, the semiclassical width is 0.89 of $d\ln2$ at 8 V/nm and 0.86 at 12 V/nm. The limit $\rho\to0$, or $\phi^2=Fq$, is where the barrier top reaches the Fermi level, and there the simple exponent is itself no longer valid.

For $\phi=4.5$ eV and $F=4$ V/nm, a numerical evaluation of the slope gives $\Delta E=0.122$ eV, which is 4.6 % below the triangular value. This figure leaves out two things. The curvature of the exponent narrows the width by a further 2 %, to 0.119 eV. The prefactor of the transmission depends on how the image potential is joined to the metal; for the sharp cut-off used next, its energy dependence works the other way and widens the distribution by about 4 %. Integrating the Schrödinger equation with the image potential cut off at the band bottom, $K=10$ eV, gives 0.124 eV, which is 1.4 % below the exact triangular width and 2.9 % below $d\ln2$. For $K=5$ eV the narrowing relative to the exact triangular width is only 0.2 %. These small figures belong to the sharp cut-off. Suppose instead that the image term saturates at the surface as $q(1-e^{-\lambda x})/(4x)$ and is joined smoothly to the band bottom inside the metal. The saturation thickens the barrier on its inner side; for $\lambda=15$ nm$^{-1}$ it raises $G$ at the Fermi level from 10.7 to 11.3. Then $K=10$ eV and $\lambda=15$, 24 and 32 nm$^{-1}$ give 0.114, 0.119 and 0.121 eV, a narrowing of about 9, 5 and 3.5 %. The shape of the join inside the metal (logistic, exponential or quadratic, matched in value and slope) moves these widths by less than 0.001 eV. In these cases the distribution narrows, but the amount is set by the surface model, and even the sign can change: with the sharp cut-off and $K=3$ eV the width is 0.6 % larger than the exact triangular one. With the image force and 300 K together, and the full exponent in place of its linear expansion, the semiclassical width without prefactor is 0.215 eV; the Schrödinger solution with $K=10$ eV gives 0.220 eV for the sharp cut-off and about 0.209 to 0.217 eV for the smooth joins. Temperature still dominates; the image force and the curvature of the exponent together take back a small part of the broadening.
